**Exact second-order cumulant and the classical linewidth relation**

For two electronic states coupled linearly to harmonic modes, the program compares the correlation function from diagonalization with exp(−iE_v t − g(t)), where E_v is the vertical energy and g is the double time integral of the gap correlation function. It asserts that they agree to within 10⁻⁸ at seven times; the largest deviation for any single mode is 6 × 10⁻¹². A control with a changed mode frequency must fail, and it deviates by 0.12. Franck–Condon sums are used to assert the means, the variance Δ², the third cumulant, mirror symmetry and detailed balance. With λ the reorganization energy, 2λ the Stokes shift between means and kT the thermal energy, Δ²/(2λkT) falls from 11.6 at 10 K to 1.065 at 300 K and 1.006 at 1000 K. The program also asserts the envelope width and the peak separation at 300 K. Two baths with exponential memory show the limits: the slow one gives a nearly Gaussian width and a peak separation near 2λ, while the fast one gives a narrowed line and almost no peak separation.

## Check in Python

```python
"""
Result under test: for two electronic states coupled linearly to harmonic modes,
    <exp(i Hg t) exp(-i He t)> = exp(-i Ev t - g(t)),
    g(t) = int_0^t (t - s) <X(s) X(0)> ds   (second-order cumulant, exact),
and the spectral variance Delta^2 tends to 2 lambda kT for a classical bath.
Symbols: Ev vertical energy, X linear energy-gap operator, w mode energy,
S Huang-Rhys factor, lambda = sum S w, Stokes shift of means = 2 lambda.
Energies in eV, hbar = 1, times in 1/eV.
Matrices are built in a truncated number basis of each mode.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline

KB = constants.k / constants.e
BASIS = 260
LEVEL = np.arange(BASIS)
LOWER = np.diag(np.sqrt(LEVEL[1:]), 1)
POSITION = LOWER + LOWER.T
MODES = [(0.01, 8.0), (0.02, 3.0), (0.04, 1.0)]
GRID = 0.01            # all mode energies are multiples of this spacing
E_VERT = 2.0
TEMP = 300.0
kT = KB * TEMP
FWHM_FACTOR = 2 * np.sqrt(2 * np.log(2))


def build_mode(w, S, r=0.0):
    """Ground energies, gap operator, excited eigenpairs; r = (we/w)^2 - 1."""
    ground = w * (LEVEL + 0.5)
    gap = w * np.sqrt(S) * POSITION + 0.25 * r * w * POSITION @ POSITION
    excited, vectors = np.linalg.eigh(np.diag(ground) + gap)
    return ground, gap, excited, vectors


def populations(energies, thermal):
    p = np.exp(-(energies - energies[0]) / thermal)
    return p / p.sum()


def exact_and_cumulant(w, S, times, r=0.0):
    """Correlation function by diagonalization and by second-order cumulant."""
    ground, gap, excited, vectors = build_mode(w, S, r)
    p = populations(ground, kT)
    mean = p @ np.diag(gap)
    strength = p[:, None] * (gap - mean * np.eye(BASIS))**2
    nodes, weights = np.polynomial.legendre.leggauss(120)
    exact, cumulant = [], []
    for t in times:
        left = p * np.exp(1j * ground * t)
        exact.append((left @ vectors**2) @ np.exp(-1j * excited * t))
        s = 0.5 * t * (nodes + 1)
        phase = np.exp(1j * np.outer(s, ground))
        corr = ((phase @ strength) * phase.conj()).sum(axis=1)
        g = np.sum(0.5 * t * weights * (t - s) * corr)
        cumulant.append(np.exp(-1j * mean * t - g))
    return np.array(exact), np.array(cumulant)


def g_closed(t):
    return sum(S * ((1 - np.cos(w * t)) / np.tanh(w / (2 * kT))
                    + 1j * (np.sin(w * t) - w * t)) for w, S in MODES)


def variance_formula(thermal):
    return sum(S * w**2 / np.tanh(w / (2 * thermal)) for w, S in MODES)


def spectral_cumulants(thermal):
    """First three cumulants of absorption from Franck-Condon sums."""
    total = np.zeros(3)
    for w, S in MODES:
        ground, _, excited, vectors = build_mode(w, S)
        weight = populations(ground, thermal)[:, None] * vectors**2
        shift = excited[None, :] - ground[:, None]
        mean = np.sum(weight * shift)
        total += [mean, np.sum(weight * (shift - mean)**2),
                  np.sum(weight * (shift - mean)**3)]
    return total


def stick_spectrum(emission):
    """Franck-Condon weights on a grid centred at the 0-0 energy."""
    half = 1500
    spectrum = np.array([1.0])
    for w, S in MODES:
        ground, _, excited, vectors = build_mode(w, S)
        if emission:
            weight = vectors**2 * populations(excited, kT)[None, :]
        else:
            weight = vectors**2 * populations(ground, kT)[:, None]
        shift = excited[None, :] - ground[:, None] + S * w
        index = np.rint(shift / GRID).astype(int) + half
        histogram = np.bincount(index.ravel(), weight.ravel(),
                                minlength=2 * half + 1)
        spectrum = np.convolve(spectrum, histogram)
    offset = np.arange(len(spectrum)) - half * len(MODES)
    return offset * GRID, spectrum


def peak_and_width(x, y):
    keep = y > 1e-3 * y.max()
    x, y = x[keep], y[keep]
    curve = CubicSpline(x, y)
    turning = curve.derivative().roots(extrapolate=False)
    peak = turning[np.argmax(curve(turning))]
    half = CubicSpline(x, y - 0.5 * curve(peak)).roots(extrapolate=False)
    return peak, half.max() - half.min()


lam = sum(S * w for w, S in MODES)
kappa3 = sum(S * w**3 for w, S in MODES)

# Operator factorization and thermal Gaussian average for one mode.
w, S = MODES[1]
t = 50.0
ground, gap, excited, vectors = build_mode(w, S)
nodes, weights = np.polynomial.legendre.leggauss(40)
integral = np.zeros((BASIS, BASIS), dtype=complex)
for node, weight in zip(nodes, weights):
    phase = np.exp(1j * ground * 0.5 * t * (node + 1))
    integral += 0.5 * t * weight * phase[:, None] * gap * phase.conj()
a_val, a_vec = np.linalg.eigh(integral)
exp_a = (a_vec * np.exp(-1j * a_val)) @ a_vec.conj().T
propagator = np.exp(1j * ground * t)[:, None] * (
    (vectors * np.exp(-1j * excited * t)) @ vectors.T)
ordered = exp_a * np.exp(1j * S * (w * t - np.sin(w * t)))
factor_error = np.abs((propagator - ordered)[:20, :20]).max()
assert factor_error < 1e-8
p = populations(ground, kT)
average = p @ np.diag(exp_a)
square = (p @ np.diag(integral @ integral)).real
gauss_error = abs(average - np.exp(-0.5 * square))
assert gauss_error < 1e-8

# Full correlation function, including long times and the recurrence.
times = np.array([2.0, 5.0, 10.0, 20.0, 100.0, 615.0, 2 * np.pi / GRID])
exact = np.ones(len(times), dtype=complex)
cumulant = exact.copy()
mode_error = 0.0
for w, S in MODES:
    one_exact, one_cumulant = exact_and_cumulant(w, S, times)
    mode_error = max(mode_error, np.abs(one_exact - one_cumulant).max())
    exact *= one_exact
    cumulant *= one_cumulant
closed_error = np.abs(exact - np.exp(-g_closed(times))).max()
assert mode_error < 1e-8
assert np.abs(exact - cumulant).max() < 1e-8
assert closed_error < 1e-8

# Control: changed frequency makes the gap quadratic and breaks exactness.
control_times = np.linspace(2.0, 60.0, 30)
ratio = 1.2
bad_exact, bad_cumulant = exact_and_cumulant(0.02, 3.0, control_times,
                                             ratio**2 - 1)
control_error = np.abs(bad_exact - bad_cumulant).max()
assert control_error > 0.01

# Absorption and emission spectra from Franck-Condon sums.
energy, absorption = stick_spectrum(False)
_, emission = stick_spectrum(True)
zero_zero = E_VERT - lam
mean_abs = zero_zero + energy @ absorption
mean_em = zero_zero + energy @ emission
var_abs = (energy + zero_zero - mean_abs)**2 @ absorption
var_em = (energy + zero_zero - mean_em)**2 @ emission
var_300 = variance_formula(kT)
assert abs(mean_abs - E_VERT) < 1e-8
assert abs(mean_em - (E_VERT - 2 * lam)) < 1e-8
assert abs(var_abs / var_300 - 1) < 1e-7
assert abs(var_em / var_300 - 1) < 1e-7
assert np.abs(emission[::-1] - absorption).max() < 1e-10
strong = (absorption > 1e-8) & (emission > 1e-8)
balance = emission[strong] / absorption[strong] * np.exp(energy[strong] / kT)
balance_error = np.abs(balance - 1).max()
assert balance_error < 1e-5
third = spectral_cumulants(kT)[2]
assert abs(third / kappa3 - 1) < 1e-6

# Visible width and peak separation of the envelope.
peak_abs, width_abs = peak_and_width(energy, absorption)
peak_em, width_em = peak_and_width(energy, emission)
delta = np.sqrt(var_abs)
peak_stokes = peak_abs - peak_em
peak_estimate = 2 * lam - kappa3 / var_300
assert abs(width_abs / (FWHM_FACTOR * delta) - 1) < 0.02
assert abs(peak_stokes - peak_estimate) < 1e-3

# Approach to the classical relation.
sweep = []
for temperature in (10.0, 100.0, 300.0, 600.0, 1000.0):
    thermal = KB * temperature
    variance = spectral_cumulants(thermal)[1]
    assert abs(variance / variance_formula(thermal) - 1) < 1e-6
    assert variance > 2 * lam * thermal
    sweep.append((temperature, variance, variance / (2 * lam * thermal)))
zero_variance = sum(S * w**2 for w, S in MODES)
assert abs(sweep[0][1] / zero_variance - 1) < 1e-4
hot = KB * sweep[-1][0]
corrected = 2 * lam * hot + kappa3 / (6 * hot)
assert abs(sweep[-1][1] / corrected - 1) < 1e-4
assert abs(sweep[-1][2] - 1) < 0.02


def memory_bath(delta_bath, rate):
    """Line of a classical bath with gap correlation decaying as exp(-rate t)."""
    lam_bath = delta_bath**2 / (2 * kT)
    end = 8 / delta_bath + 25 * rate / delta_bath**2
    time = np.linspace(0, end, 20001)
    shape = np.exp(-rate * time) + rate * time - 1
    g = (delta_bath**2 / rate**2 - 1j * lam_bath / rate) * shape
    scale = min(FWHM_FACTOR * delta_bath, 2 * delta_bath**2 / rate)
    detuning = np.linspace(-2 * scale, 2 * scale, 401)
    decay = np.exp(-g)
    line = np.array([simpson((np.exp(1j * d * time) * decay).real, x=time)
                     for d in detuning]) / np.pi
    peak, width = peak_and_width(detuning, line)
    # Emission is the mirror image about detuning -lambda.
    return lam_bath, width, 2 * (peak + lam_bath)


RATE = 0.002
slow_delta, fast_delta = 30 * RATE, 0.1 * RATE
slow_lam, slow_width, slow_stokes = memory_bath(slow_delta, RATE)
fast_lam, fast_width, fast_stokes = memory_bath(fast_delta, RATE)
assert abs(slow_width / (FWHM_FACTOR * slow_delta) - 1) < 0.03
assert abs(slow_stokes / (2 * slow_lam) - 1) < 0.05
assert abs(fast_width / (2 * fast_delta**2 / RATE) - 1) < 0.03
assert abs(fast_stokes / (2 * fast_lam)) < 0.05

print(f"vertical energy Ev = {E_VERT:.3f} eV")
for w, S in MODES:
    print(f"mode w = {w:.3f} eV, S = {S:.1f}, S*w = {S*w:.3f} eV")
print(f"temperature = {TEMP:.0f} K, kT = {kT:.6f} eV")
print(f"lambda = {lam:.4f} eV, 2 lambda = {2*lam:.4f} eV")
print(f"0-0 energy = {zero_zero:.4f} eV")
print(f"operator factorization error = {factor_error:.1e}")
print(f"thermal Gaussian average error = {gauss_error:.1e}")
for t, value in zip(times, exact):
    print(f"t = {t:.2f} 1/eV: |correlation| = {abs(value):.6f}")
print(f"largest cumulant error, linear coupling = {mode_error:.1e}")
print(f"largest closed-form error = {closed_error:.1e}")
print(f"control frequency ratio we/w = {ratio:.2f} (w = 0.02 eV, S = 3)")
print(f"largest cumulant error, control = {control_error:.4f}")
print(f"mean absorption = {mean_abs:.6f} eV")
print(f"mean emission = {mean_em:.6f} eV")
print(f"variance, absorption = {var_abs:.6f} eV^2")
print(f"variance, emission = {var_em:.6f} eV^2")
print(f"classical variance 2 lambda kT = {2*lam*kT:.6f} eV^2")
print(f"Delta = {delta:.5f} eV")
print(f"classical Delta = {np.sqrt(2*lam*kT):.5f} eV")
print(f"Delta^2/kT = {var_abs/kT:.5f} eV")
print(f"third cumulant = {third:.4e} eV^3")
print(f"detailed-balance relative error = {balance_error:.1e}")
print(f"envelope FWHM = {width_abs:.5f} eV")
print(f"Gaussian FWHM from Delta = {FWHM_FACTOR*delta:.5f} eV")
print(f"peak separation = {peak_stokes:.5f} eV")
print(f"2 lambda - kappa3/Delta^2 = {peak_estimate:.5f} eV")
for temperature, variance, quotient in sweep:
    print(f"T = {temperature:.0f} K: Delta^2 = {variance:.6f} eV^2, "
          f"Delta^2/(2 lambda kT) = {quotient:.4f}")
print(f"zero-temperature variance = {zero_variance:.6f} eV^2")
print(f"memory rate of exponential baths = {RATE:.4f} eV")
print(f"slow bath: Delta = {slow_delta:.4f} eV, lambda = {slow_lam:.5f} eV")
print(f"slow bath: FWHM = {slow_width:.5f} eV, "
      f"FWHM/(2.355 Delta) = {slow_width/(FWHM_FACTOR*slow_delta):.4f}")
print(f"slow bath: peak separation/(2 lambda) = "
      f"{slow_stokes/(2*slow_lam):.4f}")
print(f"fast bath: Delta = {fast_delta:.2e} eV, lambda = {fast_lam:.3e} eV")
print(f"fast bath: FWHM = {fast_width:.4e} eV, "
      f"2 Delta^2/rate = {2*fast_delta**2/RATE:.4e} eV")
print(f"fast bath: FWHM/(2.355 Delta) = "
      f"{fast_width/(FWHM_FACTOR*fast_delta):.4f}")
print(f"fast bath: peak separation/(2 lambda) = "
      f"{fast_stokes/(2*fast_lam):.4f}")
print("checks complete")
```

Printed output:

```
vertical energy Ev = 2.000 eV
mode w = 0.010 eV, S = 8.0, S*w = 0.080 eV
mode w = 0.020 eV, S = 3.0, S*w = 0.060 eV
mode w = 0.040 eV, S = 1.0, S*w = 0.040 eV
temperature = 300 K, kT = 0.025852 eV
lambda = 0.1800 eV, 2 lambda = 0.3600 eV
0-0 energy = 1.8200 eV
operator factorization error = 3.8e-15
thermal Gaussian average error = 2.3e-16
t = 2.00 1/eV: |correlation| = 0.980382
t = 5.00 1/eV: |correlation| = 0.883638
t = 10.00 1/eV: |correlation| = 0.610749
t = 20.00 1/eV: |correlation| = 0.143056
t = 100.00 1/eV: |correlation| = 0.000000
t = 615.00 1/eV: |correlation| = 0.418358
t = 628.32 1/eV: |correlation| = 1.000000
largest cumulant error, linear coupling = 6.0e-12
largest closed-form error = 1.0e-14
control frequency ratio we/w = 1.20 (w = 0.02 eV, S = 3)
largest cumulant error, control = 0.1217
mean absorption = 2.000000 eV
mean emission = 1.640000 eV
variance, absorption = 0.009908 eV^2
variance, emission = 0.009908 eV^2
classical variance 2 lambda kT = 0.009307 eV^2
Delta = 0.09954 eV
classical Delta = 0.09647 eV
Delta^2/kT = 0.38327 eV
third cumulant = 9.6000e-05 eV^3
detailed-balance relative error = 1.9e-15
envelope FWHM = 0.23216 eV
Gaussian FWHM from Delta = 0.23440 eV
peak separation = 0.35017 eV
2 lambda - kappa3/Delta^2 = 0.35031 eV
T = 10 K: Delta^2 = 0.003600 eV^2, Delta^2/(2 lambda kT) = 11.6046
T = 100 K: Delta^2 = 0.004623 eV^2, Delta^2/(2 lambda kT) = 1.4901
T = 300 K: Delta^2 = 0.009908 eV^2, Delta^2/(2 lambda kT) = 1.0647
T = 600 K: Delta^2 = 0.018921 eV^2, Delta^2/(2 lambda kT) = 1.0165
T = 1000 K: Delta^2 = 0.031208 eV^2, Delta^2/(2 lambda kT) = 1.0060
zero-temperature variance = 0.003600 eV^2
memory rate of exponential baths = 0.0020 eV
slow bath: Delta = 0.0600 eV, lambda = 0.06963 eV
slow bath: FWHM = 0.13966 eV, FWHM/(2.355 Delta) = 0.9885
slow bath: peak separation/(2 lambda) = 0.9735
fast bath: Delta = 2.00e-04 eV, lambda = 7.736e-07 eV
fast bath: FWHM = 3.9996e-05 eV, 2 Delta^2/rate = 4.0000e-05 eV
fast bath: FWHM/(2.355 Delta) = 0.0849
fast bath: peak separation/(2 lambda) = 0.0050
checks complete
```
